\section*{Law–Eberly pulse sequences for arbitrary photon superpositions in a cavity, part 2}

A two-level emitter ($\sigma_+=|e\rangle\langle g|$, $\sigma_-=|g\rangle\langle e|$) and a cavity mode (annihilation operator $a$, frequency $\omega_c$) are taken from $|g,0\rangle$ to $|g\rangle\otimes\sum_{m=0}^{n}c_m|m\rangle$, $c_n\neq0$, up to a global phase, by $Q_nC_n\cdots Q_1C_1$. The model is lossless, resonant unless a detuning is stated, and uses the rotating-wave approximation in the frame rotating at $\omega_c$.

With $K_C=e^{i\phi}\sigma_++e^{-i\phi}\sigma_-$ and $K_Q=e^{i\beta}a\sigma_++e^{-i\beta}a^\dagger\sigma_-$, the classical pulse is $C(\alpha,\phi)=e^{-i\alpha K_C/2}$, $\alpha=\Omega t$, and the vacuum Rabi pulse is $Q(\theta,\beta)=e^{-i\theta K_Q}$, $\theta=gt$. Here $C_j=C(\alpha_j,\phi_j)$ and $Q_j=Q(\theta_j,\beta_j)$; $\Omega$ and the coupling $g$ are positive angular frequencies.

The angles are found backward from the target. For $j=n,\ldots,1$, $Q_j^\dagger$ and then $C_j^\dagger$ act on the amplitudes $g_m,e_m$ of $|g,m\rangle,|e,m\rangle$. For $C^\dagger$,
\begin{align}
g_m'&=\cos\tfrac\alpha2\,g_m+ie^{-i\phi}\sin\tfrac\alpha2\,e_m,\label{Cdg}\\
e_m'&=\cos\tfrac\alpha2\,e_m+ie^{i\phi}\sin\tfrac\alpha2\,g_m,\label{Cde}
\end{align}
and for $Q^\dagger$, with $m\geq1$ and $g_0'=g_0$,
\begin{align}
g_m'&=\cos(\theta\sqrt m)\,g_m+ie^{-i\beta}\sin(\theta\sqrt m)\,e_{m-1},\label{Qdg}\\
e_{m-1}'&=\cos(\theta\sqrt m)\,e_{m-1}+ie^{i\beta}\sin(\theta\sqrt m)\,g_m.\label{Qde}
\end{align}
Stage $j$ empties $|g,j\rangle$ with
\begin{equation}
\tan(\theta_j\sqrt j)=\frac{|g_j|}{|e_{j-1}|},\qquad 0\leq\theta_j\sqrt j\leq\frac\pi2 .\label{theta}
\end{equation}
\begin{equation}
\beta_j=\arg e_{j-1}-\arg g_j-\frac\pi2 .\label{beta}
\end{equation}
and then, using the amplitudes after $Q_j^\dagger$, empties $|e,j-1\rangle$ with
\begin{align}
\tan\frac{\alpha_j}{2}&=\frac{|e_{j-1}|}{|g_{j-1}|},\qquad 0\leq\alpha_j\leq\pi,\label{alpha}\\
\phi_j&=\arg e_{j-1}-\arg g_{j-1}+\frac\pi2 .\label{phi}
\end{align}
The state that receives the population keeps the phase of its amplitude. The argument of a zero amplitude may be set to $0$; the corresponding pulse phase is free.

After $j$ forward pairs the state lies in $\mathcal H_j$, spanned by $|g,0\rangle,\ldots,|g,j\rangle$ and $|e,0\rangle,\ldots,|e,j-1\rangle$. The product formula is
\begin{equation}
|c_n|=\prod_{j=1}^{n}\sin\frac{\alpha_j}{2}\,\sin(\theta_j\sqrt j).\label{product}
\end{equation}

The two-photon case, worked by hand, has target $(|g,0\rangle+|g,2\rangle)/\sqrt2$. There $\theta_2\sqrt2=\pi/2$ and $\beta_2=-\pi/2$ give $g_0=e_1=1/\sqrt2$ and $g_1=0$ after $Q_2^\dagger$; then $\alpha_2=\pi$, $\phi_2=\pi/2$, $\theta_1=\pi/4$, $\beta_1=\pi/2$, $\alpha_1=\pi$, $\phi_1=-\pi/2$.

\subsection{A three-photon example}

The target $(|0\rangle+|1\rangle+|2\rangle+i|3\rangle)/2$ is prepared with $g/2\pi=10$ MHz and $\Omega/2\pi=100$ MHz, chosen as round model parameters. All intermediate amplitudes are in the numerical output.

\paragraph{Stage 3.} Since $e_2=0$, $\theta_3=\pi/(2\sqrt3)=0.9069$. With $\arg g_3=\pi/2$, $\beta_3=-\pi$ and $ie^{i\beta_3}=-i$. Thus $e_2=-i(0.5i)=0.5$. The lower pairs turn as well: $g_2=0.5\cos(0.9069\sqrt2)=0.1421$, and $e_1=-0.5i\sin(0.9069\sqrt2)=-0.4794i$. The classical pulse has $\alpha_3=2\arctan(0.5/0.1421)=2.588$ and $\phi_3=\pi/2$. It leaves
\begin{equation}
g_2=\sqrt{0.1421^2+0.5^2}=0.5198,\qquad e_1=-0.2964-0.1311i .\label{after3}
\end{equation}

\paragraph{Stage 2.} Here $|e_1|=0.3241$, so $\theta_2=\arctan(0.5198/0.3241)/\sqrt2=0.7165$. The argument of $e_1$ is $-2.725$, so $\beta_2=-2.725-1.571=-4.296$, equivalent to $1.987$. After $Q_2^\dagger$, $|e_1|=0.6125$ and $g_1=-0.2540-0.2846i$, with modulus $0.3815$ and argument $-2.299$. Hence $\alpha_2=2\arctan(0.6125/0.3815)=2.028$ and $\phi_2=-2.725+2.299+1.571=1.145$.

\paragraph{Stage 1.} Now $|g_1|=0.7216$ and $e_0=-0.2561+0.4324i$, with modulus $0.5026$. This gives $\theta_1=\arctan(0.7216/0.5026)=0.9625$. The last classical pulse has $\alpha_1=2.149$, and the final $g_0=-0.8458-0.5336i$ has modulus one.

\begin{center}
\begin{tabular}{ccccccc}
$j$&$\alpha_j$&$\phi_j$&$\theta_j$&$\beta_j$&$\alpha_j/\Omega$ (ns)&$\theta_j/g$ (ns)\\
1&2.149&$-0.028$&0.9625&2.834&3.42&15.32\\
2&2.028&1.145&0.7165&1.987&3.23&11.40\\
3&2.588&1.571&0.9069&$-3.142$&4.12&14.43
\end{tabular}
\end{center}
Angles and phases are in radians. The pulses last 51.9 ns in total.

The product formula can be followed in the same numbers. The sines for $\alpha_1/2,\theta_1,\alpha_2/2,\theta_2\sqrt2,\alpha_3/2,\theta_3\sqrt3$ are $0.8794$, $0.8206$, $0.8489$, $0.8486$, $0.9619$ and $1$. Their product is $0.500=|c_3|$.

Forward evolution with exponentials of the full Hamiltonian matrices, in a space of 16 photon levels, reproduces this target with an infidelity $1-|\langle\psi|\psi_{\rm final}\rangle|^2$ at rounding level. The same test was passed by 24 random complex targets with one to six photons.

\subsection{Duration}

When the coupling phase is chosen for each pulse, the angle ranges $\alpha_j\leq\pi$ and $\theta_j\leq\pi/(2\sqrt j)$ bound the total pulse time:
\begin{equation}
T\leq\frac{n\pi}{\Omega}+\frac{\pi}{2g}\sum_{j=1}^{n}\frac1{\sqrt j}
\leq\frac{n\pi}{\Omega}+\frac{\pi\sqrt n}{g}.
\end{equation}
The last inequality uses $\sum_{j=1}^n j^{-1/2}\leq\int_0^n x^{-1/2}dx=2\sqrt n$. For the example the first bound is $15+57=72$ ns. The bound on the time spent in vacuum Rabi pulses grows only as $\sqrt n$ because higher pairs exchange energy faster.

\subsection{Hardware with one coupling phase}

Suppose that the coupling phase is fixed at $\beta=0$. A detuned idle supplies the missing control. Define $Z(\beta)=e^{i\beta|e\rangle\langle e|}$. Then $Z(\beta)\sigma_+Z(-\beta)=e^{i\beta}\sigma_+$, because $\sigma_+$ ends in $|e\rangle$ and starts in $|g\rangle$. Applying this inside the exponentials,
\begin{align}
Q(\theta,\beta)&=Z(\beta)Q(\theta,0)Z(-\beta),\\
Z(-\beta)C(\alpha,\phi)&=C(\alpha,\phi-\beta)Z(-\beta).
\end{align}
One pair therefore becomes
\begin{equation}
Q_jC_j=Z(\beta_j)\,Q(\theta_j,0)\,C(\alpha_j,\phi_j-\beta_j)\,Z(-\beta_j).
\end{equation}
Between pairs $j-1$ and $j$ the factors combine to $Z(\beta_{j-1}-\beta_j)$. The first factor, $Z(-\beta_1)$, acts on $|g,0\rangle$, and the last, $Z(\beta_n)$, acts on a state with the emitter in $|g\rangle$; neither has any effect.

With the coupling and drive off and the emitter detuned by $\delta=\omega_e-\omega_c$, where $\omega_e$ is its transition frequency, the Hamiltonian is $\hbar\delta|e\rangle\langle e|$. An idle of length $\tau$ produces $e^{-i\delta\tau|e\rangle\langle e|}=Z(-\delta\tau)$. The required idles are
\begin{equation}
\delta\tau_j=\beta_j-\beta_{j-1}\pmod{2\pi},\qquad j=2,\ldots,n,
\end{equation}
and the drive phases become $\phi_j-\beta_j$. There are $n-1$ idles. If the fixed coupling phase is $\beta_0$ instead of zero, conjugating the whole sequence by $Z(\beta_0)$ adds $\beta_0$ to every drive phase and leaves the idles unchanged.

For the example and $\delta/2\pi=200$ MHz, the idle before pair 2 needs the phase $1.987-2.834+2\pi=5.436$, hence 4.33 ns. The idle before pair 3 needs $-3.142-1.987+2\pi=1.154$, hence 0.92 ns. The drive phases are $-2.862$, $-0.842$ and $-1.571$, and the total time is 57.2 ns. The infidelity is again at rounding level. This value assumes that the coupling is exactly off during the idles. If it is only suppressed by the detuning, here $\delta/g=20$, the same uncorrected sequence has an infidelity of about $5\times10^{-3}$.

\paragraph{What happens without idles.} After stage 3 the amplitudes are those of \eqref{after3}. If $\beta_2$ is forced to equal $\beta_3=-\pi$, then $ie^{-i\beta_2}e_1=-ie_1=-0.1311+0.2964i$. With $x=\theta_2\sqrt2$, the population left in $|g,2\rangle$ is
\begin{align}
P(x)&=\left|0.5198\cos x+(-0.1311+0.2964i)\sin x\right|^2\nonumber\\
&=0.2702\cos^2x+0.1050\sin^2x-0.1363\sin x\cos x .
\end{align}
Writing this with the double angle $2x$, the constant part is $(0.2702+0.1050)/2=0.1876$. The oscillating part has amplitude $\sqrt{0.0826^2+0.0681^2}=0.1071$. The minimum is $0.0805$, in agreement with a scan over the pulse angle using the full matrices. The backward stage cannot empty $|g,2\rangle$.

The free choice of $\beta_3$ does not help. Adding $\eta$ to it multiplies all $e_m$ by $e^{i\eta}$, because they vanished before $Q_3^\dagger$. This adds $\eta$ to $\phi_3$ and then to $\beta_2$, so $\beta_2-\beta_3$ is unchanged. The argument concerns this elimination with the shortest third pulse. It does not exclude a different fixed-phase sequence found by a numerical search.

\paragraph{Real targets.} If all $c_m$ are real, one coupling phase suffices. For $\beta=-\pi/2$, $ie^{-i\beta}=-1$ and $ie^{i\beta}=1$, so $Q^\dagger$ keeps real amplitudes real. The top amplitude is emptied by
\begin{equation}
\tan(\theta_j\sqrt j)=\frac{g_j}{e_{j-1}},\qquad 0\leq\theta_j\sqrt j<\pi,
\end{equation}
which has a solution for either sign of the ratio. The formula for $\phi_j$ then gives $\pm\pi/2$ up to multiples of $2\pi$, and $C^\dagger$ is real too. The induction runs as before, without idles. Five random real targets with one to five photons passed this test. The pulse lengths can depend on how free drive phases are chosen. In the two-photon case, keeping $\phi_2=\pi/2$ makes $\theta_1$ equal to $3\pi/4$ instead of $\pi/4$. But $g_1=0$ when $\phi_2$ is computed, so any $\phi_2$ empties $|e,1\rangle$. It leaves $g_1/e_0=e^{-2i\phi_2}$, which must be real for the next stage to work at the fixed coupling phase, so $\phi_2$ may be any multiple of $\pi/2$. The choice $\phi_2=0$ restores $\theta_1=\pi/4$ with the same coupling phase.

Phases linear in the photon number add no difficulty. Let $S=e^{ib(a^\dagger a+|e\rangle\langle e|)}$. It commutes with $a\sigma_+$, leaves $|g,0\rangle$ unchanged and satisfies $S\sigma_+S^\dagger=e^{ib}\sigma_+$. Conjugating a sequence by $S$ adds $b$ to every drive phase and turns $c_m$ into $c_me^{ibm}$.

\subsection{Coupling left on during classical pulses}

The construction assumes that the coupling is off while the drive acts. If it stays on, pulse $j$ has the Hamiltonian $\hbar\Omega K_C/2+\hbar gK_Q$. With $s=\Omega t$ and $\varepsilon=g/\Omega$, first-order perturbation theory in $\varepsilon$ gives
\begin{equation}
\widetilde C_j=C_j-i\varepsilon\int_0^{\alpha_j}C(\alpha_j-s,\phi_j)\,K_Q\,C(s,\phi_j)\,ds+O(\varepsilon^2).
\end{equation}
The final state is the ideal one plus $\varepsilon|v\rangle+O(\varepsilon^2)$, with $|v\rangle$ independent of $\varepsilon$. The infidelity is the squared norm of the part orthogonal to the target, so its leading term is proportional to $\varepsilon^2$.

For the example, with the coupling phase during $C_j$ equal to $\beta_j$, the infidelity is 0.131 at $\Omega/g=10$, $1.33\times10^{-3}$ at 100 and $1.32\times10^{-5}$ at 1000. Doubling the ratio from 1000 to 2000 lowers it by a factor of 4.00. These values follow $13.2\,(g/\Omega)^2$ closely. The pulse table uses $\Omega/g=10$, so those pulses would lose about 13\% fidelity if the coupling were left on at this phase; the figure changes with the coupling phase during the classical pulses. In the example, raising $\Omega/g$ above 10 reduces the error, but the rotating-wave approximation still requires $\Omega\ll\omega_c$. The two-level model also requires $\Omega$ to be small compared with the detuning of the next transition of the emitter. For a weakly anharmonic emitter this limit comes first: with a third level coupled $\sqrt2$ times more strongly and an anharmonicity of 300 MHz, the unshaped pulses of the example, with idles, already have an infidelity of about 0.09 at $\Omega/2\pi=100$ MHz.

\subsection{Calibration errors and loss}

Suppose that one pulse with generator $G$ is too long by $\Delta$, which inserts $e^{-i\Delta G}$ after it. Here $G=K_Q$ and $\Delta=\Delta\theta$, or $G=K_C/2$ and $\Delta=\Delta\alpha$. Let $|s\rangle$ be the ideal state after that pulse. The later pulses are unitary and preserve overlaps, so
\begin{equation}
1-F=1-\left|\langle s|e^{-i\Delta G}|s\rangle\right|^2
=\Delta^2\left(\langle G^2\rangle-\langle G\rangle^2\right)+O(\Delta^4).
\end{equation}
There is no cubic term because the squared overlap is even in $\Delta$. Since $K_C^2=1$, a classical pulse contributes at most $(\Delta\alpha)^2/4$ at this order. On $\mathcal H_j$ the largest eigenvalue of $K_Q^2$ is $j$, so $Q_j$ contributes at most $j(\Delta\theta)^2$.

For the last pulse, $|s\rangle$ is the target. There $\langle K_Q\rangle=0$, because $K_Q$ flips the emitter, and $\langle K_Q^2\rangle$ is the mean photon number $\bar m$. The infidelity is $\bar m(\Delta\theta_n)^2$. In the example $\bar m=1.5$, and a 1\% error in $\theta_3$ costs $1.5\times0.00907^2=1.2\times10^{-4}$. Errors in several pulses add as amplitudes, so a common miscalibration of $g$ can cost more or less than the sum of the separate infidelities.

Loss is outside the unitary model. For photon loss at rate $\kappa$ per photon and emitter decay at rate $\gamma$, the state has at most $n$ photons and at most one emitter excitation. The probability of a loss event during the sequence is therefore at most $(n\kappa+\gamma)T$. Even when no event occurs, damping changes the relative amplitudes. To first order in the rates, the unnormalized no-event state has an overlap of modulus $1-p/2$ with the target, where $p$ is the probability of a loss event. The infidelity caused by these two channels is then at most $p$ at this order. Pure dephasing of the emitter is not counted in $p$ and adds an infidelity of its own; $T$ must include any idles.

\section*{Computed results}
\begin{verbatim}
coupling g/2pi = 10.0 MHz
drive Omega/2pi = 100.0 MHz
idle detuning delta/2pi = 200.0 MHz
backward amplitudes, photon numbers 0 to 3 (dimensionless):
target    g: +0.5000+0.0000i  +0.5000+0.0000i  +0.5000+0.0000i  +0.0000+0.5000i
          e: +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
Q3 undone g: +0.5000+0.0000i  +0.3081+0.0000i  +0.1421+0.0000i  +0.0000+0.0000i
          e: +0.0000-0.3938i  +0.0000-0.4794i  +0.5000+0.0000i  +0.0000+0.0000i
C3 undone g: +0.1367-0.3788i  +0.0842-0.4611i  +0.5198+0.0000i  +0.0000+0.0000i
          e: -0.4809-0.1077i  -0.2964-0.1311i  +0.0000+0.0000i  +0.0000+0.0000i
Q2 undone g: +0.1367-0.3788i  -0.2540-0.2846i  +0.0000+0.0000i  +0.0000+0.0000i
          e: -0.5358+0.1734i  -0.5602-0.2478i  +0.0000+0.0000i  +0.0000+0.0000i
C2 undone g: -0.4027-0.2541i  -0.4804-0.5384i  +0.0000+0.0000i  +0.0000+0.0000i
          e: -0.2561+0.4324i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
Q1 undone g: -0.4027-0.2541i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
          e: -0.4481+0.7566i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
C1 undone g: -0.8458-0.5336i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
          e: +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
forward pulses, angles in rad:
pair 1: alpha=2.1490 phi=-0.0281 theta=0.9625 beta=+2.8340
pair 2: alpha=2.0277 phi=+1.1450 theta=0.7165 beta=+1.9872
pair 3: alpha=2.5877 phi=+1.5708 theta=0.9069 beta=-3.1416
pair 1: classical 3.420 ns, vacuum Rabi 15.318 ns
pair 2: classical 3.227 ns, vacuum Rabi 11.404 ns
pair 3: classical 4.118 ns, vacuum Rabi 14.434 ns
total pulse time without idles = 51.922 ns
idle before pair 2 = 4.326 ns
idle before pair 3 = 0.919 ns
drive phase 1 in idle scheme = -2.8621 rad
drive phase 2 in idle scheme = -0.8422 rad
drive phase 3 in idle scheme = -1.5708 rad
total time with idles = 57.166 ns
product of sines = 0.500000
|c_3| of target = 0.500000
infidelity, tunable phase = 2.2e-16
infidelity, fixed phase with idles = 2.2e-16
least |g,2> population, common phase = 0.0805
infidelity, hand-derived 0+2 sequence = 0.0e+00
worst infidelity, 24 random targets = 8.9e-16
worst infidelity, 5 real targets, one phase = 4.4e-16
coupling left on, Omega/g=10: infidelity 1.311e-01
coupling left on, Omega/g=100: infidelity 1.327e-03
coupling left on, Omega/g=1000: infidelity 1.321e-05
coupling left on, Omega/g=2000: infidelity 3.301e-06
infidelity ratio, Omega/g 1000 to 2000 = 4.001
\end{verbatim}
